\section*{Orientation branches of silicon dangling bonds in spin resonance}

\section*{Situation and data}

A dangling bond at a Si/SiO$_2$ interface carries one unpaired electron, with spin $1/2$. Its orbital points along a unit vector $\mathbf n$, which lies along one of the four $\langle111\rangle$ axes of silicon:
\begin{equation*}
\mathbf n_1=\tfrac{1}{\sqrt3}[1\,1\,1],\quad
\mathbf n_2=\tfrac{1}{\sqrt3}[\bar1\,\bar1\,1],\quad
\mathbf n_3=\tfrac{1}{\sqrt3}[1\,\bar1\,1],\quad
\mathbf n_4=\tfrac{1}{\sqrt3}[\bar1\,1\,1].
\end{equation*}
Equal numbers of centres have each axis. In a static field $B\mathbf b$, with $\mathbf b$ a unit vector, the spin Hamiltonian is
\begin{equation}
H=\mu_B B\,\mathbf b\cdot\mathsf g\cdot\mathbf S,\qquad
\mathsf g=g_\perp\mathsf 1+(g_\parallel-g_\perp)\,\mathbf n\mathbf n^{T}.
\label{eq:H}
\end{equation}
Nuclear spins and interactions between centres are left out until part (f).

The field is turned from $[001]$ towards $[110]$ and beyond, in the $(1\bar10)$ plane:
\begin{equation}
\mathbf b=\left(\tfrac{\sin\theta}{\sqrt2},\ \tfrac{\sin\theta}{\sqrt2},\ \cos\theta\right).
\label{eq:b}
\end{equation}
The spectrometer holds the frequency at $\nu=9.4$ GHz and sweeps $B$. Take $g_\parallel=2.0015$, $g_\perp=2.0085$ and a peak-to-peak linewidth of $0.20$ mT. These are rough typical values for the centre called P$_{b0}$ at a Si(001)/SiO$_2$ interface. Use $\mu_B/h=0.013996245$ GHz/mT; the shorter value $0.0139962$ raises the fields by about $0.001$ mT.

\section*{Part (a)}

\textbf{Question.} Find the resonance field of a centre whose axis makes an angle $\alpha$ with the field.

\textbf{Answer.} Put $\mathbf S=\boldsymbol\sigma/2$ and $\mathbf u=\mathsf g\,\mathbf b$. Then
\begin{equation*}
H=\tfrac12\mu_B B\,\mathbf u\cdot\boldsymbol\sigma .
\end{equation*}
The matrix $\mathbf u\cdot\boldsymbol\sigma$ has zero trace and its square is $|\mathbf u|^2$ times the unit matrix, so its eigenvalues are $\pm|\mathbf u|$. The two levels are therefore $\mu_BB|\mathbf u|$ apart, and $|\mathbf u|$ is the effective $g$ value. With $\mathbf n\cdot\mathbf b=\cos\alpha$,
\begin{align}
\mathbf u&=g_\perp\mathbf b+(g_\parallel-g_\perp)\cos\alpha\,\mathbf n,\nonumber\\
|\mathbf u|^2&=g_\perp^2+\left[2g_\perp(g_\parallel-g_\perp)+(g_\parallel-g_\perp)^2\right]\cos^2\alpha\nonumber\\
&=g_\perp^2+(g_\parallel-g_\perp)(g_\parallel+g_\perp)\cos^2\alpha .\nonumber
\end{align}
Hence
\begin{equation}
g^2=g_\perp^2+(g_\parallel^2-g_\perp^2)\cos^2\alpha,\qquad
B=\frac{h\nu}{\mu_B\,g}.
\label{eq:g}
\end{equation}
The axis enters through $\cos^2\alpha$, so $\mathbf n$ and $-\mathbf n$ give the same line. Here $g_\parallel<g_\perp$: a bond more nearly parallel to the field has a smaller $g$ and resonates at a higher field. The limits are $334.383$ mT for $\alpha=90^\circ$ and $335.553$ mT for $\alpha=0$, a span of $1.169$ mT.

\section*{Part (b)}

\textbf{Question.} How many lines are there at a general $\theta$, and how many centres does each represent? Find every angle in $0\le\theta<180^\circ$ at which lines coincide. Does the result hold for any plane that contains $[001]$?

\textbf{Answer.} The scalar products of (\ref{eq:b}) with the four axes are
\begin{align*}
\mathbf n_1\cdot\mathbf b&=\frac{\cos\theta+\sqrt2\sin\theta}{\sqrt3}, &
\mathbf n_2\cdot\mathbf b&=\frac{\cos\theta-\sqrt2\sin\theta}{\sqrt3},\\
\mathbf n_3\cdot\mathbf b&=\frac{\cos\theta}{\sqrt3}, &
\mathbf n_4\cdot\mathbf b&=\frac{\cos\theta}{\sqrt3}.
\end{align*}
In the last two the $x$ and $y$ terms cancel. These axes are mirror images of each other in the plane of rotation, so no field in that plane can tell them apart. There are three branches, labelled A, B and C:
\begin{equation}
\begin{aligned}
\cos^2\alpha_{\rm A}&=\tfrac13(\cos\theta+\sqrt2\sin\theta)^2 &&(\mathbf n_1),\\
\cos^2\alpha_{\rm B}&=\tfrac13(\cos\theta-\sqrt2\sin\theta)^2 &&(\mathbf n_2),\\
\cos^2\alpha_{\rm C}&=\tfrac13\cos^2\theta &&(\mathbf n_3,\mathbf n_4).
\end{aligned}
\label{eq:branches}
\end{equation}
With equal populations the numbers of centres are A:B:C $=1:1:2$.

Since $g$ varies monotonically with $\cos^2\alpha$, two lines coincide when their $\cos^2\alpha$ are equal. The differences are
\begin{align}
\cos^2\alpha_{\rm A}-\cos^2\alpha_{\rm B}&=\tfrac{4\sqrt2}{3}\sin\theta\cos\theta=\tfrac{2\sqrt2}{3}\sin2\theta,\label{eq:AB}\\
\cos^2\alpha_{\rm A}-\cos^2\alpha_{\rm C}&=\tfrac23\sin\theta\,(\sin\theta+\sqrt2\cos\theta),\label{eq:AC}\\
\cos^2\alpha_{\rm B}-\cos^2\alpha_{\rm C}&=\tfrac23\sin\theta\,(\sin\theta-\sqrt2\cos\theta).\label{eq:BC}
\end{align}
All three vanish at $\theta=0$, where the branches merge into one line. The other zeros each join one pair:
\begin{itemize}
\item $\tan\theta=\sqrt2$, $\theta=54.74^\circ$: the field is along $[111]$ and B meets C.
\item $\theta=90^\circ$: the field is along $[110]$ and A meets B.
\item $\tan\theta=-\sqrt2$, $\theta=125.26^\circ$: the field is along $[11\bar1]$, the axis of B reversed, and A meets C.
\end{itemize}
The resonance fields from (\ref{eq:g}), in mT, are as follows. The last column gives the weights in order of rising field.
\begin{center}
\begin{tabular}{lcccc}
$\theta$ & A & B & C & weights\\
$0$ & 334.772 & 334.772 & 334.772 & 4\\
$30^\circ$ & 335.347 & 334.393 & 334.674 & 1:2:1\\
$54.74^\circ$ & 335.553 & 334.513 & 334.513 & 3:1\\
$90^\circ$ & 335.162 & 335.162 & 334.383 & 2:2
\end{tabular}
\end{center}

The plane matters. In the (010) plane, $\mathbf b=(\sin\theta,0,\cos\theta)$, the squared cosines are $\frac13(\cos\theta+\sin\theta)^2$ for $\mathbf n_1,\mathbf n_3$ and $\frac13(\cos\theta-\sin\theta)^2$ for $\mathbf n_2,\mathbf n_4$. That gives two branches, 2:2. The (110) plane also contains $[001]$ and gives 1:1:2, with the pairs $(\mathbf n_1,\mathbf n_2)$ and $(\mathbf n_3,\mathbf n_4)$ exchanging roles. The (100) plane gives 2:2 like (010). In any other plane that contains $[001]$ no two axes stay equivalent as the field turns, and there are four branches of equal weight.

\section*{Part (c)}

\textbf{Question.} Find the $g$ value of the merged line at $[001]$. How do the branches separate as the field leaves $[001]$, and at what angle does the splitting of A and B equal the linewidth?

\textbf{Answer.} At $\theta=0$ every $\cos^2\alpha$ is $1/3$, so
\begin{equation}
g_0^2=\tfrac13(g_\parallel^2+2g_\perp^2),\qquad g_0=2.00617,\qquad B_0=334.772\ \text{mT}.
\end{equation}
The mean of $g^2$ over all centres keeps this value as the field turns, because
\begin{equation*}
\tfrac14\left[\tfrac23(\cos^2\theta+2\sin^2\theta)+\tfrac23\cos^2\theta\right]
=\tfrac14\cdot\tfrac43=\tfrac13 .
\end{equation*}
The first term in the bracket is the sum for A and B, the second is twice the value for C.

Since $B\propto (g^2)^{-1/2}$, a small change $\delta(g^2)$ shifts the line by $\delta B=-B\,\delta(g^2)/(2g^2)$. Between A and B, $\delta(g^2)=(g_\parallel^2-g_\perp^2)$ times (\ref{eq:AB}). To leading order in the anisotropy,
\begin{equation}
B_{\rm A}-B_{\rm B}\simeq B_0\,\frac{g_\perp^2-g_\parallel^2}{2g_0^2}\,\frac{2\sqrt2}{3}\sin2\theta
=(1.101\ \text{mT})\sin2\theta .
\label{eq:open}
\end{equation}
At $\theta=2^\circ$ this is $1.101\times0.0698=0.0768$ mT, the same as the value found by diagonalizing (\ref{eq:H}) numerically.

Branch C behaves differently. The mean of $\cos^2\alpha_{\rm A}$ and $\cos^2\alpha_{\rm B}$ exceeds $\cos^2\alpha_{\rm C}$ by $\frac23\sin^2\theta$, which is quadratic at small angle. The distance of C from the midpoint of A and B is $0.00095$ mT at $2^\circ$ and $0.00381$ mT at $4^\circ$, a factor of four for a doubled angle. Near $[001]$ the pattern is thus a nearly symmetric 1:2:1 triplet with C in the middle.

The splitting of A and B equals the linewidth when
\begin{equation*}
\sin2\theta=\frac{0.20}{1.101}=0.182,\qquad \theta=5.23^\circ .
\end{equation*}
At this angle the spectrum still looks like one broadened line, because C lies between A and B and the neighbouring gaps are only half a linewidth. For Gaussian lines of this width the derivative signal shows extra structure only from about $8.5^\circ$, and the absorption has a second maximum only from about $12.5^\circ$. A single observed line therefore does not show that the field is exactly along $[001]$: it may be several degrees away. Following the width as the sample turns gives a closer estimate, because the line is narrowest at $[001]$.

\section*{Part (d)}

\textbf{Question.} At which angle between $0$ and $90^\circ$ are the three lines best separated, in the sense that the smaller of the two neighbouring gaps in $\cos^2\alpha$ is largest? Find the fields there.

\textbf{Answer.} Take first $\theta>54.74^\circ$, where $\cos^2\alpha$ falls in the order A, B, C. The gap A--B, equation (\ref{eq:AB}), decreases with $\theta$. The gap B--C has the derivative $\frac23(\sin2\theta-\sqrt2\cos2\theta)$, which is positive because $\cos2\theta<0$ here. The smaller gap is largest where the two are equal:
\begin{align*}
4\sqrt2\sin\theta\cos\theta&=2\sin^2\theta-2\sqrt2\sin\theta\cos\theta\\
\Rightarrow\quad \sin\theta&=3\sqrt2\cos\theta,\qquad \theta=76.74^\circ .
\end{align*}
Then $\cos^2\theta=1/(1+18)=1/19$ and $\sqrt2\sin\theta=6\cos\theta$, so
\begin{equation*}
\cos^2\alpha_{\rm A}=\frac{(1+6)^2}{57}=\frac{49}{57},\quad
\cos^2\alpha_{\rm B}=\frac{(1-6)^2}{57}=\frac{25}{57},\quad
\cos^2\alpha_{\rm C}=\frac1{57}.
\end{equation*}
Both gaps are $24/57=0.421$.

For $\theta<54.74^\circ$ the order is A, C, B, and the smaller gap cannot exceed
\begin{equation*}
\cos^2\alpha_{\rm C}-\cos^2\alpha_{\rm B}=\tfrac13(\sqrt2\sin2\theta+\cos2\theta-1)\le\tfrac13(\sqrt3-1)=0.244,
\end{equation*}
since $\sqrt2\sin x+\cos x$ has amplitude $\sqrt{2+1}$. The optimum is therefore at $76.74^\circ$.

For branch A, $g^2=2.0085^2-0.02807\times0.8596=4.00994$, so $g=2.00248$ and $B=9.4/(0.0139962\times2.00248)=335.39$ mT. In the same way B has $g=2.00543$ at $334.895$ mT and C has $g=2.00838$ at $334.404$ mT. The spacings are $0.493$ and $0.491$ mT, about two and a half linewidths. They differ slightly because the field is not quite linear in $g^2$; a numerical search for the best separation in field gives $76.77^\circ$.

\section*{Part (e)}

\textbf{Question.} Are the integrated line intensities in the same ratio as the numbers of centres? Let the microwave field lie along $\mathbf b_1=[1\bar10]/\sqrt2$, the normal of the rotation plane, and be too weak to saturate the lines. Evaluate at $\theta=76.74^\circ$.

\textbf{Answer.} Three factors multiply the number of centres.

\emph{Population difference.} At resonance the level gap is $h\nu$ for every branch. The thermal polarization $\tanh(h\nu/2k_BT)$, which is $7.5\times10^{-4}$ at 300 K, is common to all and cancels.

\emph{Transition strength.} The microwave field couples through $\frac12\mathbf v\cdot\boldsymbol\sigma$ with $\mathbf v=\mathsf g\,\mathbf b_1$. The two states have their spins along $\pm\mathbf u$. The component of $\mathbf v$ along $\mathbf u$ is diagonal in these states and causes no transition. The perpendicular component acts like $\frac12|\mathbf v_\perp|\sigma_x$ on states of $\sigma_z$, so
\begin{equation}
M=\tfrac14|\mathbf v_\perp|^2=\tfrac14\left[|\mathbf v|^2-\frac{(\mathbf u\cdot\mathbf v)^2}{|\mathbf u|^2}\right].
\end{equation}

\emph{Field sweep.} A line of given area in energy has an area in field smaller by the factor $d(\text{gap})/dB=\mu_Bg$. The area per centre is thus proportional to $M/g$.

For A and B the axis lies in the plane of rotation. Then $\mathbf n\cdot\mathbf b_1=0$, $\mathbf v=g_\perp\mathbf b_1$ and $\mathbf u\cdot\mathbf v=0$, so $M/g=g_\perp^2/(4g)$. The ratio B:A is
\begin{equation*}
g_{\rm A}/g_{\rm B}=2.00248/2.00543=0.9985 .
\end{equation*}
For C, $(\mathbf n\cdot\mathbf b_1)^2=2/3$. By the algebra of part (a),
\begin{equation*}
|\mathbf v|^2=g_\perp^2+\tfrac23(g_\parallel^2-g_\perp^2)=4.03407-0.01871=4.01536,
\end{equation*}
and the term in $(\mathbf u\cdot\mathbf v)^2$ is of second order in the anisotropy, about $2\times10^{-6}$ here. Two C centres against one A centre give
\begin{equation*}
2\times\frac{4.01536/2.00838}{4.03407/2.00248}=1.985 .
\end{equation*}
The areas are A:B:C $=1:0.9985:1.985$. The ratio 1:1:2 is exact for the numbers of centres in this model, and holds for the areas to better than 1\% here. The corrections are of the order of the relative anisotropy $(g_\perp-g_\parallel)/g_0=0.0035$.

\section*{Part (f)}

\textbf{Question.} (i) When does an ideal (001) surface populate the four axes equally? (ii) Can the weights be read from the heights of the usual derivative signal, if $g_\perp$ varies from centre to centre with a standard deviation of about $0.0008$? (iii) Compare the model with a real interface.

\textbf{Answer.} (i) An atom of one sublattice of the diamond structure has bonds along $[111]$, $[\bar1\bar11]$, $[1\bar1\bar1]$ and $[\bar11\bar1]$. The first two point out of the surface: these are the axes of A and B. An atom of the other sublattice has the reversed bonds, and its outward ones are $[\bar111]$ and $[1\bar11]$, the axes of C. Successive atomic layers along $[001]$ alternate between the sublattices, so terraces one layer apart supply different branches. Let a fraction $f$ of the centres be on terraces of the first type, with both outward directions equally likely on each terrace. The weights are $f/2$, $f/2$ and $1-f$, so
\begin{equation}
\frac{\text{C}}{\text{A}}=\frac{2(1-f)}{f}.
\end{equation}
This equals 2 for $f=1/2$. For $f=0.6$ it falls to $1.33$. At $f=1$ branch C is absent. This argument only counts bond directions. An atom on a flat (001) terrace has two outward bonds, while P$_{b0}$ has one dangling bond and three silicon neighbours, so the picture does not describe the atomic site of the real centre.

(ii) Differentiating (\ref{eq:g}) at fixed $g_\parallel$ gives $g\,\partial g/\partial g_\perp=g_\perp\sin^2\alpha$. The spread $\sigma_g$ of $g_\perp$ therefore produces a field spread
\begin{equation}
\sigma_B=B\,\frac{g_\perp\sin^2\alpha}{g^2}\,\sigma_g ,
\end{equation}
which is $0.019$, $0.075$ and $0.131$ mT for A, B and C at $76.74^\circ$. A Gaussian of standard deviation $\sigma$ has its steepest points at $\pm\sigma$, so the width of $0.20$ mT, taken as the width without this spread, means $\sigma=0.10$ mT. Adding the squares gives total values of $0.102$, $0.125$ and $0.165$ mT. The slope at the steepest points is proportional to area$/\sigma^2$, so the derivative heights of isolated lines are
\begin{equation*}
1:\left(\frac{0.102}{0.125}\right)^2:2\left(\frac{0.102}{0.165}\right)^2\simeq1:0.66:0.76 .
\end{equation*}
The ratios are computed from the unrounded widths. The heights do not show the weights. Areas are needed, and overlap then matters. Cutting the absorption midway between the lines gives $1.02:1.10:1.89$ (total 4), because the broad line C spills into the window of B. Fitting three line shapes with separate widths avoids this particular bias.

(iii) The frequency and $g$ values are ordinary ones for P$_{b0}$ at a thermally oxidized Si(001) surface. With the same settings, the neglected effects have these sizes:
\begin{itemize}
\item About 4.7\% of silicon nuclei are $^{29}$Si, which has a nuclear spin. Assume that three equivalent nearby silicon sites couple to the spin; a coupling of the size used here is usually assigned to second neighbours, not to the three bonded atoms. Then $12.8\%$ of centres have one such nucleus. For a rough splitting of $1.5$ mT each line of these centres becomes two satellites, $0.75$ mT to either side. Some of these fall in the windows of other branches. With the spread of $g_\perp$ kept and the two outer windows open-ended, the window areas become $1.08:1.04:1.87$. These areas leave out the stronger coupling to a $^{29}$Si nucleus at the dangling-bond atom itself, which moves the lines of about 4.7\% of the centres by several millitesla.
\item A field tilted $2^\circ$ out of the rotation plane at $\theta=76.74^\circ$ splits C by $0.018$ mT, well below the linewidth.
\item At a rough density of $10^{12}$ cm$^{-2}$ the typical spacing is about 10 nm, and a neighbour at that distance gives a dipolar field of at most about $0.002$ mT. If the centres are placed at random, the mean distance to the nearest neighbour is only about 5 nm, where the field can reach about $0.015$ mT. This is still well below the linewidth. Closer pairs are not rare, however: the chance of a neighbour within $r=2.1$ nm is $1-\exp(-\pi r^2\times10^{12}\ \text{cm}^{-2})\approx0.13$, and at that distance the field can reach $0.20$ mT, the linewidth itself. For random placement, dipolar broadening is therefore not negligible for about one centre in eight.
\end{itemize}
A further departure is a second defect, P$_{b1}$, which often accompanies P$_{b0}$ on (001) surfaces and whose $g$ tensor does not follow (\ref{eq:H}) with a $\langle111\rangle$ axis. For rough $g$ values between $2.002$ and $2.0075$ its lines lie between $334.55$ and $335.47$ mT, within the range $334.38$ to $335.55$ mT that the P$_{b0}$ lines cover as the field turns. If there were one P$_{b1}$ centre for every ten P$_{b0}$ centres, it would add $0.4$ to a total of 4. At real (001) interfaces the two densities are often comparable, and the addition is then as large as the P$_{b0}$ signal itself. At $76.74^\circ$ the middle of the P$_{b1}$ range lies in the window of B, $334.65$ to $335.14$ mT, so window areas taken without removing P$_{b1}$ do not give the weights. Centres of this kind with different orientations generally give different lines, so the addition is shared among the branches unevenly, and the apparent ratio changes with it. Equal population can also fail outright: at a thermally oxidized (111) surface the dangling bonds lie mainly along the surface normal, and one axis dominates the spectrum. Once P$_{b1}$ has been separated and areas, not heights, are compared, a ratio of 1:1:2 indicates that $\mathbf n_1$ and $\mathbf n_2$ are equally populated and that $\mathbf n_3$ and $\mathbf n_4$ together hold half of the centres. It cannot show that $\mathbf n_3$ and $\mathbf n_4$ are equally populated, because their lines coincide in this plane. A second rotation, in the (110) plane, separates them. The remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
g_par, g_perp (rough inputs): 2.0015 2.0085
frequency: 9.4 GHz; temperature: 300 K
peak-to-peak width (rough input): 0.20 mT
Bohr magneton / h: 0.0139962 GHz/mT
single line at [001]: g0 = 2.00617, B0 = 334.772 mT
field at g_perp, at g_par: 334.383 335.553 mT
full span of pattern: 1.169 mT
[001], theta = 0.00 deg; order A B C
  cos2: 0.3333 0.3333 0.3333; g: 2.00617 2.00617 2.00617
  B: 334.772 334.772 334.772 mT; multiplicities [4]
30 deg, theta = 30.00 deg; order A B C
  cos2: 0.8249 0.0084 0.2500; g: 2.00273 2.00844 2.00675
  B: 335.347 334.393 334.674 mT; multiplicities [1, 1, 2]
[111], theta = 54.74 deg; order A B C
  cos2: 1.0000 0.1111 0.1111; g: 2.00150 2.00772 2.00772
  B: 335.553 334.513 334.513 mT; multiplicities [1, 3]
best, theta = 76.74 deg; order A B C
  cos2: 0.8596 0.4386 0.0175; g: 2.00248 2.00543 2.00838
  B: 335.388 334.895 334.404 mT; multiplicities [1, 1, 2]
[110], theta = 90.00 deg; order A B C
  cos2: 0.6667 0.6667 0.0000; g: 2.00384 2.00384 2.00850
  B: 335.162 335.162 334.383 mT; multiplicities [2, 2]
best angle by scan in field: 76.77 deg
spacings at best angle B-C, A-B: 0.491 0.493 mT
coefficient of sin(2 theta) in A-B splitting: 1.101 mT
A-B splitting at 2 deg: 0.0768 mT
C offset from A,B mean at 2 and 4 deg: 0.00095 0.00381 mT
angle where A-B splitting equals width: 5.23 deg
areas with transition strengths A:B:C = 1:0.9985:1.9849
terrace type 1 weights A B C: 0.50 0.50 0.00
terrace type 2 weights A B C: 0.00 0.00 1.00
C/A ratio at terrace fraction 0.6: 1.333
C splitting for 2 deg plane tilt at best angle: 0.0176 mT
g_perp spread (rough input): 0.0008
sigma from g spread A B C: 0.019 0.075 0.131 mT
total sigma A B C: 0.102 0.125 0.165 mT
derivative heights A:B:C: 1.00 0.66 0.76
window areas A B C, no g spread: 1.000 1.007 1.993
window areas A B C, with g spread: 1.017 1.095 1.889
window areas A B C, also neighbour 29Si: 1.082 1.044 1.874
29Si share (rough): 0.047; one 29Si in 3 neighbours: 0.128
neighbour 29Si splitting (rough input): 1.5 mT
density (rough): 1e+12 cm^-2; distance: 10 nm
dipolar field at that distance: 0.0019 mT
thermal spin polarization: 7.52e-04
Pb1 field range (rough g 2.0075 to 2.002): 334.55 335.47 mT
\end{verbatim}
